Reflectance and standing-wave intensity where resist meets silicon at 248 nm

**Problem**

Light of vacuum wavelength λ = 248 nm travels straight down through a photoresist and meets a thick silicon wafer. The resist has index n₁ = 1.76 and is taken as lossless. The silicon has the complex index

n₂ = n + iκ = 1.57 + 3.57i.

The downgoing and reflected waves form a standing wave in the resist. Intensity here means |E|² divided by the |E|² of the downgoing wave alone. Since the reflected wave is weaker than the downgoing one, the intensity is nowhere zero in the resist, and "node" will mean a minimum of the standing wave.

(a) What fraction R of the power is reflected at the interface?

(b) What is the intensity at the interface, and is the interface a node?

(c) At what heights above the silicon do the first maximum and the first minimum lie?

**A tempting solution**

For normal incidence the reflected amplitude is r = (n₁ − n₂)/(n₁ + n₂), so

R = |n₁ − n₂|²/|n₁ + n₂|² = 12.7810/23.8338 = 0.536.

Silicon at this wavelength absorbs strongly and reflects more than half of the light, so it behaves like a metal mirror. A mirror reverses the electric field on reflection. Therefore r = −√R = −0.732, and the interface intensity is

(1 − 0.732)² = 0.072.

This is the lowest value that the two waves can produce together, so the interface is a node. The first maximum lies a quarter of a wavelength higher, at λ/(4n₁) = 35.2 nm, and the next minimum at λ/(2n₁) = 70.5 nm.

**Where it fails**

The value of R is right. The fault is the step from R to r = −√R. Reflectance fixes the modulus of r and says nothing about its phase. The phase was borrowed from an ideal conductor, for which |n₂| is much larger than n₁. Here |n₂| = √(1.57² + 3.57²) = 3.90, only 2.2 times n₁.

The formula quoted in the first line already contradicts the borrowed phase: its numerator is 0.19 − 3.57i and its denominator 3.33 + 3.57i, and their quotient is not a real number. Parts (b) and (c) must be done again with the complex r.

**The amplitudes at the interface**

Let z point down into the silicon, with z = 0 at the interface, and let k₀ = 2π/λ. The time factor is exp(−iωt). With this choice a wave exp(ik₀n₂z) moves downwards and decays as exp(−k₀κz), so a positive κ means absorption. With the opposite time factor all amplitudes would be replaced by their complex conjugates, and no intensity would change.

With the downgoing amplitude set to one, the fields are

E = exp(ik₀n₁z) + r exp(−ik₀n₁z) in the resist, z < 0,

E = t exp(ik₀n₂z) in the silicon, z > 0.

The silicon is thick enough for no wave to return from below. At normal incidence E lies in the plane of the interface and is continuous there. The magnetic field is also tangential. In these non-magnetic media it is proportional to dE/dz with the same factor on both sides, so dE/dz is continuous too. The two conditions at z = 0 are

1 + r = t,

n₁(1 − r) = n₂t.

Putting the first into the second gives n₁ − n₁r = n₂ + n₂r, hence

r = (n₁ − n₂)/(n₁ + n₂),

t = 1 + r = 2n₁/(n₁ + n₂).

To find the phase, multiply numerator and denominator of r by the conjugate of the denominator:

(0.19 − 3.57i)(3.33 − 3.57i) = 0.633 − 0.678i − 11.888i − 12.745 = −12.112 − 12.566i.

Division by |n₁ + n₂|² = 23.8338 gives

r = −0.508 − 0.527i, |r| = 0.732, φ = arg r = −133.95°.

The reflected field is thus 46° away from the full reversal assumed above.

**Answer to (a) and (b)**

The reflectance is

R = [(n₁ − n)² + κ²]/[(n₁ + n)² + κ²] = 0.536,

or about 54 percent. The field at the interface is t = 1 + r = 0.492 − 0.527i, so the interface intensity is

|t|² = 4n₁²/[(n₁ + n)² + κ²] = 12.390/23.834 = 0.520.

For comparison we need the whole standing wave. At height d above the silicon, z = −d. The overall phase exp(−ik₀n₁d) does not affect the modulus, so

I(d) = |1 + r exp(2ik₀n₁d)|².

Expanding the square gives 1 + |r|² plus twice the real part of r exp(2ik₀n₁d):

I(d) = 1 + R + 2|r| cos(2k₀n₁d + φ).

The cosine runs between −1 and 1, so the extremes are

I_min = (1 − |r|)² = 0.072, I_max = (1 + |r|)² = 3.00.

The interface intensity of 0.520 is 7.25 times the minimum. It is also only 0.34 of the mean, 1 + R = 1.536. The interface is therefore fairly dim, but it is not a node.

**Answer to (c)**

A maximum requires 2k₀n₁d + φ to be a multiple of 360°. A minimum requires it to be 180° plus such a multiple. The phase 2k₀n₁d grows by 360° over one period, λ/(2n₁) = 70.45 nm. The smallest positive heights are therefore

d_max = (133.95/360) × 70.45 nm = 26.2 nm,

d_min = (313.95/360) × 70.45 nm = 61.4 nm.

The tempting solution put these at 35.2 and 70.5 nm. The true pattern is shifted down by 9.0 nm. The minimum that the mirror argument placed on the interface would lie 9.0 nm below it, where the resist formula no longer applies.

The pattern is symmetric about each maximum and each minimum. The intensity is therefore below its interface value within 9.0 nm on either side of every minimum. This is 18 nm out of each 70.45 nm, so about a quarter of each full period is darker than the interface.

These results can be checked without the formulas for r and t. The wave equation was integrated numerically upwards from a plane 120 nm deep in the silicon, where the field was set to zero, and R was read from the extremes of the resulting pattern. This gave R = 0.5363 and an interface intensity of 0.5199, in agreement with the formulas. Starting from 80 nm instead changed R by 3 × 10⁻⁷.

**Why an absorbing substrate cannot have a node at its surface**

The slope of the intensity gives a proof that does not depend on the particular numbers. For any complex field,

d|E|²/dz = 2 Re(E* dE/dz).

Just inside the silicon, dE/dz = ik₀n₂E, and Re(in₂) = −κ. At the interface this gives

d|E|²/dz = −2k₀κ|t|².

Since E and dE/dz are both continuous, the same slope holds just inside the resist. Height is measured upwards, d = −z, which reverses the sign:

dI/dd = 2k₀κ|t|² at d = 0.

With the present numbers this is 0.094 per nm. At a minimum of the standing wave the slope would vanish. Here it cannot, because κ and |t|² are both positive.

The picture is simple. The intensity falls from 3.00 at 26.2 nm to 0.52 at the interface, and it enters the silicon still falling. There it continues as 0.52 exp(−2k₀κz), with a decay length 1/(2k₀κ) of 5.5 nm. Since the pattern is symmetric about the maximum at 26.2 nm, the interface is the darkest point of the lowest 52 nm of resist, but only because the resist ends there, and not because the standing wave has reached a minimum.

The same conclusion follows from r itself. At d = 0 the intensity equals I_min only if cos φ = −1, which means that r is real and negative. Solving the formula for r for the substrate index gives

n₂ = n₁(1 − r)/(1 + r).

With n₁ real, a real r requires a real n₂. An absorbing substrate therefore never has the minimum exactly at the interface, as long as the resist is lossless and the incidence normal.

**Same reflectance, different interface intensity**

The last formula also yields two lossless substrates with the same R as silicon. Setting r = −0.7323 gives n₂ = 11.39, and setting r = +0.7323 gives n₂ = 0.272. These are constructed indices, not those of particular materials. The first has an interface intensity of 0.072, a true node. This is the case that the tempting solution worked out. The second has an interface intensity of 3.00, a maximum. All three substrates reflect 53.6 percent.

Energy conservation shows what sets them apart. From the formula for R,

1 − R = {[(n₁ + n)² + κ²] − [(n₁ − n)² + κ²]}/[(n₁ + n)² + κ²].

The κ² terms cancel in the numerator and the squares leave 4n₁n, so

1 − R = 4n₁n/[(n₁ + n)² + κ²] = (n/n₁)|t|².

Turned round, this is

|t|² = (n₁/n)(1 − R).

The power entering the substrate is proportional to n|E|², not to |E|² alone. A given transmitted power needs a weak field if n is large and a strong one if n is small. With 1 − R = 0.464, the real parts 11.39, 1.57 and 0.272 give 0.072, 0.520 and 3.00.

In silicon the transmitted power must end up as absorption. The power flux is proportional to Im(E* dE/dz). Its derivative is Im(E* d²E/dz²), because the remaining term |dE/dz|² is real. The wave equation d²E/dz² = −k₀²n₂²E, with Im(n₂²) = 2nκ, turns this into −2k₀²nκ|E|². The downgoing wave in the resist carries a flux k₀n₁ in the same units, so the absorbed fraction is

(2k₀nκ/n₁) ∫₀^∞ |t|² exp(−2k₀κz) dz = (n/n₁)|t|².

This is the same 1 − R. Integrating the numerically computed field through the silicon gave 0.4637, as required.

**Two limits**

Suppose first that the absorption is removed while n = 1.57 is kept. Then r = 0.19/3.33 = 0.057, which is real and positive. The interface becomes a maximum of a faint standing wave, whose intensity varies only between 0.89 and 1.12, since the real part of the silicon index is smaller than the resist index. It is κ that makes the reflection strong and that turns r towards field reversal.

Now let |n₂| become much larger than n₁, with κ/n fixed. The substrate then approaches an ideal conductor. Then |t|² approaches 4n₁²/|n₂|², which tends to zero. To find the minimum, use R ≈ 1 − 4n₁n/|n₂|². Taking the square root to first order gives |r| ≈ 1 − 2n₁n/|n₂|², so

I_min ≈ 4n₁²n²/|n₂|⁴,

|t|²/I_min ≈ |n₂|²/n² = 1 + κ²/n².

Both intensities vanish in this limit, but their ratio does not tend to one unless κ/n tends to zero. A substrate with |n₂| much larger than n₁ has a dark surface on the scale of I_max, and in that sense the mirror picture is sound. High reflectance alone does not ensure this. A substrate of index 0.19 + 2.94i under the same resist would reflect 89 percent, yet its interface intensity would be 1.00, about a quarter of the maximum of 3.78. For the silicon index the limiting ratio would be 1 + (3.57/1.57)² = 6.2. The full value is 7.25, because |n₂| is not really large compared with n₁.

**A resist film of finite thickness**

A real film has a top surface, which reflects part of the upgoing wave back down. The conditions at the silicon are linear and still fix the ratio of upgoing to downgoing amplitude. In a lossless film the total field is therefore

E = A[exp(ik₀n₁z) + r exp(−ik₀n₁z)],

where A collects all the round trips. The factor |A|² multiplies the interface intensity and the minimum alike, so their ratio stays at 7.25, provided that the film is thick enough to contain a minimum.

The exposure itself does change. For thicknesses from 400 to 470.5 nm, one full period, the interface value of |E|² varies between 0.19 and 0.43 of that of the wave arriving in air. Whether the interface is a node and how much light it receives are separate questions.

**Comparison with a real exposure**

The example represents a resist for 248 nm lithography on bare silicon. If an antireflective layer is placed under the resist, the numbers here do not apply. The inputs used below for resist absorption, oxide, lens aperture and diffusion are rough typical values. Each effect is added to the original model separately.

Resist absorption of 0.5 per µm lowers the ratio of interface intensity to first minimum from 7.25 to 5.86. Most of this change arises because, at the height of the minimum, the downgoing wave is stronger than at the interface and the upgoing wave is weaker, so they cancel less well. The rest comes from a small change in r.

A native oxide 1.5 nm thick, of index 1.51, changes R only to 0.541 but raises the intensity at the bottom of the resist to 0.66. The slope explains this: lifting the resist by 1.5 nm adds about 1.5 × 0.094 = 0.14 to the original 0.52. The ratio to the minimum becomes 9.5.

With the inputs chosen here, oblique incidence changes the ratio more than the other two optical effects do, but only for one of the two polarizations. A ray at the edge of a numerical aperture of 0.6 travels at θ = 19.9° to the vertical in the resist. With the electric field parallel to the wafer (TE) the ratio is 7.40, almost unchanged. With the electric field in the plane of incidence (TM) it is only 1.92. In the TM case the fields of the two waves are not parallel, and their interference term is reduced by the factor cos 2θ = 0.77. If |r| is kept at 0.732 for an estimate, the minimum rises from 0.07 to about

1.536 − 2 × 0.732 × 0.77 = 0.41.

The same factor also weakens the partial cancellation at the interface. With cos φ = −0.694, the same estimate raises the interface intensity from 0.52 to about 1.536 − 2 × 0.732 × 0.77 × 0.694 = 0.75. With the exact TM reflection coefficient the interface value is 0.792 and the minimum 0.414, which gives the ratio 1.92. The interface is still not a minimum, but the contrast with the minimum is much smaller. These figures are for a single edge ray. An exposure combines many angles, and its ratio depends on the illumination.

Errors of 3 percent in n₁, n and κ, taken in all combinations of sign, give R between 0.51 and 0.57 and ratios between 6.5 and 8.1. The statement "about 54 percent" therefore deserves no further digits, while the conclusion about the node is not sensitive to such errors.

**From light to acid**

In a chemically amplified resist the light releases acid, which diffuses during the bake after exposure. The acid profile can then differ greatly from the intensity. Suppose that the released acid is proportional to I(d), that it spreads as a Gaussian of standard deviation σ = 20 nm, and that none enters the silicon. Far from the interface the mean is unchanged, and the oscillation is multiplied by

exp[−(2k₀n₁)²σ²/2] = 0.204.

At the interface the relative acid level becomes 1.92, compared with an optical intensity of 0.52. It now lies above the mean of 1.54. Acid that would have crossed into the silicon is turned back, so the level at the interface is an average over the resist just above it, weighted over a distance of order σ. That region contains the bright maximum at 26.2 nm. The lowest acid level within 150 nm of the silicon is 1.24, reached to this accuracy near both optical minima, at about 62 nm and 132 nm.

An optical intensity below the mean therefore does not imply an acid level below the mean. In this diffusion model the order is reversed for σ = 20 nm. For σ = 10 nm the interface level would be 1.43, still below the mean, so the reversal depends on the diffusion length. Acid loss at the substrate, which the model leaves out, would lower the interface value and, if strong enough, undo the reversal.

The numerical output below lists the main values used here.

Computed values

```
wavelength: 248 nm
resist index: 1.76
silicon index: 1.57 + 3.57i
|n1-n2|^2: 12.7810
|n1+n2|^2: 23.8338
r: -0.5082 -0.5273i
|r|: 0.7323; phase of r: -133.95 deg
t = 1+r: 0.4918 -0.5273i
reflectance, formula: 0.5363; wave equation: 0.5363
interface intensity, formula: 0.5199; wave equation: 0.5199
standing-wave minimum: 0.0717; maximum: 3.0008
mean of standing wave 1+R: 1.5363
interface / minimum: 7.25
interface / mean: 0.338
standing-wave period: 70.45 nm
first maximum above silicon: 26.21 nm
first minimum above silicon: 61.44 nm
extrapolated minimum below interface: 9.01 nm
interface slope dI/dd, formula: 0.09404 per nm; wave equation: 0.09404 per nm
intensity decay length in silicon: 5.53 nm
absorbed fraction, integrated: 0.4637; 1-R: 0.4637
shift of R, deep plane 80 to 120 nm: 3.1e-07
equal-R lossless high index: 11.389; interface intensity: 0.0717
equal-R lossless low index: 0.272; interface intensity: 3.0008
resist absorption (rough): 0.5 per um; kappa: 0.0099
interface/minimum with resist absorption: 5.86
native oxide (rough): 1.5 nm, index 1.51
with oxide: R 0.5408, resist-bottom intensity 0.6637, ratio to minimum 9.48
numerical aperture: 0.6; angle in resist: 19.9 deg
interface/minimum, oblique TE: 7.40; TM: 1.92
index errors: 3 percent; R range: 0.506 to 0.566
interface/minimum range with index errors: 6.53 to 8.07
film 400 to 470.5 nm under air, interface |E|^2 / air-incident |E|^2: 0.189 to 0.428
acid diffusion length (rough, Gaussian sigma): 20 nm
bulk swing factor after diffusion: 0.204
diffused acid at interface (relative): 1.916
lowest diffused acid within 150 nm: 1.238 at 132.0 nm
```
